# Two-photon interference visibility of a dephased two-level emitter

## Definitions and conventions

An emitter has a ground state $|g\rangle$ and an excited state $|e\rangle$, with lowering operator $\sigma=|g\rangle\langle e|$ and excited-state number $n=\sigma^\dagger\sigma$. The excited population decays at the rate $\gamma=1/T_1$. Fluctuations of the transition frequency, with a memory much shorter than every other time in the problem, destroy the optical coherence at the additional rate $\gamma^*=1/T_2^*$. The homogeneous coherence time $T_2$ is defined by

$$\frac1{T_2}=\frac{1}{2T_1}+\frac1{T_2^*}=\frac{\gamma}{2}+\gamma^* .\tag{1}$$

Since $\gamma^*\ge 0$, it follows that $T_2\le 2T_1$.

Two photons enter the two input ports of a lossless beam splitter. They come from two identical emitters, or from two successive excitations of one emitter, the first photon being delayed so that both arrive together. Let $P_c$ be the probability of one photon in each output port, and $P_c^{\rm dist}$ its value for fully distinguishable photons. The visibility is

$$V=1-\frac{P_c}{P_c^{\rm dist}} .\tag{2}$$

The result to be derived is $V=T_2/(2T_1)$. It assumes a 50:50 splitter, sudden excitation, one photon per excitation, equal polarization, mean frequency and arrival time, and independent phase noise on the two photons. Coincidences are collected over the whole wave packet. Uniform loss lowers the number of pairs but drops out once events with two detected photons are selected.

## Decay of the emitter

In the frame rotating at the transition frequency the density matrix obeys

$$\dot\rho=\gamma\,\mathcal D[\sigma]\rho+2\gamma^*\mathcal D[n]\rho,\qquad
\mathcal D[A]\rho=A\rho A^\dagger-\tfrac12\left(A^\dagger A\rho+\rho A^\dagger A\right).\tag{3}$$

Consider the dephasing term first. In the $ee$ element, $n\rho n$ gives $\rho_{ee}$ and the bracket removes $\rho_{ee}$, so the population is unaffected. In the $eg$ element, $n\rho n$ vanishes and the bracket leaves $-\tfrac12\rho_{eg}$. Multiplication by $2\gamma^*$ gives a decay rate $\gamma^*$, which is why the factor 2 stands in (3). The emission term contributes $-\gamma\rho_{ee}$ and $-\tfrac12\gamma\rho_{eg}$. Therefore

$$\rho_{ee}(t)=e^{-\gamma t}\ \ \text{for}\ \rho_{ee}(0)=1,\qquad \rho_{eg}(t)=\rho_{eg}(0)\,e^{-t/T_2}.\tag{4}$$

## The emitted photon

The outgoing field amplitude is $\sqrt\gamma\,\sigma(t)$ plus a vacuum part that does not contribute to photon detection. The photon is characterized by the correlation function

$$G(t,t')=\gamma\langle\sigma^\dagger(t)\sigma(t')\rangle .\tag{5}$$

Take $t'=t+\tau$ with $\tau\ge0$. For memoryless noise the quantum regression theorem applies: the operator $\rho(t)\sigma^\dagger$ is propagated for a time $\tau$ by the same equation (3), and the trace with $\sigma$ is taken. An emitter that starts excited has

$$\rho(t)=e^{-\gamma t}|e\rangle\langle e|+(1-e^{-\gamma t})|g\rangle\langle g| .$$

Because $\sigma^\dagger=|e\rangle\langle g|$ and $\langle g|e\rangle=0$, this gives $\rho(t)\sigma^\dagger=e^{-\gamma t}|e\rangle\langle g|$. That is an $eg$ coherence, which decays as in (4), and ${\rm Tr}(\sigma|e\rangle\langle g|)=1$. Hence

$$G(t,t+\tau)=\gamma e^{-\gamma t}e^{-(\gamma/2+\gamma^*)\tau}.$$

Writing $t+\tau/2=(t+t')/2$, and using $G(t',t)=G^*(t,t')$ for the other time order, we obtain

$$G(t,t')=\gamma\,e^{-\gamma(t+t')/2}\,e^{-\gamma^*|t-t'|},\qquad t,t'\ge0 .\tag{6}$$

The normalization is $\int_0^\infty G(t,t)\,dt=1$: one photon is emitted.

The spectrum at angular frequency $\omega$ from line centre is the double Fourier integral of (6). The two time orders are complex conjugates, so

$$S(\omega)=2\,{\rm Re}\int_0^\infty\!\gamma e^{-\gamma t}dt\int_0^\infty\! e^{-\tau/T_2+i\omega\tau}d\tau=\frac{2T_2}{1+\omega^2T_2^2}.\tag{7}$$

It is a Lorentzian of full width $2/T_2$ in angular frequency, or $1/(\pi T_2)$ in ordinary frequency.

The same $G$ belongs to a wave packet with a wandering phase,

$$\psi(t)=\sqrt\gamma\,e^{-\gamma t/2}e^{-i\phi(t)},\tag{8}$$

if $\phi(t)-\phi(t')$ is Gaussian with zero mean and variance $2\gamma^*|t-t'|$. The average of $e^{i(\phi(t)-\phi(t'))}$ is then the exponential of minus half the variance, $e^{-\gamma^*|t-t'|}$, so that $\overline{\psi^*(t)\psi(t')}=G(t,t')$. Each phase history is a pure photon, and the ensemble is a mixture. All one-photon properties are fixed by $G$, so (8) may replace the emitter in what follows.

## The beam splitter

Let $a^\dagger(t)$ and $b^\dagger(t)$ create photons in the input ports, and $c^\dagger(t)$ and $d^\dagger(t)$ in the output ports. With transmittance $T$ and reflectance $R=1-T$,

$$a^\dagger=\sqrt T\,c^\dagger+\sqrt R\,d^\dagger,\qquad b^\dagger=\sqrt T\,d^\dagger-\sqrt R\,c^\dagger .\tag{9}$$

With real coefficients, a minus sign is required for the two output combinations to be orthogonal. The input state is $\iint\psi_1(t)\psi_2(t')a^\dagger(t)b^\dagger(t')|0\rangle\,dt\,dt'$. The terms with one photon in each output carry

$$\psi_1(t)\psi_2(t')\left[T\,c^\dagger(t)d^\dagger(t')-R\,d^\dagger(t)c^\dagger(t')\right].$$

Exchanging the names $t$ and $t'$ in the second term collects the amplitude of $c^\dagger(t)d^\dagger(t')$:

$$A(t,t')=T\psi_1(t)\psi_2(t')-R\,\psi_1(t')\psi_2(t).\tag{10}$$

The two terms are "both transmitted" and "both reflected". Squaring and integrating, the direct terms give $T^2+R^2$ by normalization. The cross term factorizes into $\int\psi_1^*(t)\psi_2(t)dt$ and its complex conjugate, so

$$P_c=T^2+R^2-2RT\,|\langle\psi_1|\psi_2\rangle|^2 .\tag{11}$$

Distinguishable photons have zero overlap and $P_c^{\rm dist}=T^2+R^2$. For $R=T=\tfrac12$ this is $\tfrac12$, and (2) gives $V=|\langle\psi_1|\psi_2\rangle|^2$ for one pair of phase histories.

## Averaging over the phase noise

Many pairs are counted, so the squared overlap is averaged. Since the two phases are independent, the average of the product splits:

$$V=\iint\overline{\psi_1^*(t)\psi_1(t')}\;\overline{\psi_2(t)\psi_2^*(t')}\,dt\,dt'=\iint G_1(t,t')\,G_2^*(t,t')\,dt\,dt'.\tag{12}$$

For identical photons the integrand is $|G|^2$, and $V$ is the purity of the one-photon state. From (6),

$$|G(t,t')|^2=\gamma^2e^{-\gamma(t+t')}e^{-2\gamma^*|t-t'|}.$$

The regions $t'>t$ and $t'<t$ contribute equally. With $t'=t+\tau$ in the first and a factor 2 for both,

$$V=2\gamma^2\int_0^\infty e^{-2\gamma t}dt\int_0^\infty e^{-(\gamma+2\gamma^*)\tau}d\tau
=2\gamma^2\,\frac1{2\gamma}\,\frac1{\gamma+2\gamma^*}=\frac{\gamma}{\gamma+2\gamma^*}.\tag{13}$$

Dividing numerator and denominator by 2 and using (1),

$$\boxed{V=\frac{\gamma/2}{\gamma/2+\gamma^*}=\frac{T_2}{2T_1}}\tag{14}$$

By (7), $V$ is also the ratio of the lifetime-limited linewidth $1/(2\pi T_1)$ to the homogeneous linewidth $1/(\pi T_2)$. Without pure dephasing $V=1$. The visibility is one half when $T_2^*=2T_1$, and for $\gamma^*\gg\gamma$ it falls as $T_2^*/(2T_1)$.

## The same result from the clicks

A second route follows the emitters themselves. Let both be excited at $t=0$. A click in one or the other output port applies

$$C=\sqrt{\gamma/2}\,(\sigma_1+\sigma_2),\qquad D=\sqrt{\gamma/2}\,(\sigma_1-\sigma_2).\tag{15}$$

Suppose the first click is in port $C$. It leaves the state $(|ge\rangle+|eg\rangle)/\sqrt2$: one excitation remains, and the click does not reveal which emitter holds it. Acting with $D$ on this state gives zero, so without dephasing the second photon must leave through port $C$ as well.

Dephasing spoils this. The coherence between $|ge\rangle$ and $|eg\rangle$ decays at $\gamma^*$ for each emitter, hence at $2\gamma^*$ in all. After a delay $\tau$ the excitation survives with probability $e^{-\gamma\tau}$, and the click rate in the opposite port is

$$p_c(\tau)=\frac{\gamma}{2}e^{-\gamma\tau}\left(1-e^{-2\gamma^*\tau}\right).\tag{16}$$

A first click in port $D$ leaves the antisymmetric state and gives the same expression. Integration yields $P_c=\tfrac12[1-\gamma/(\gamma+2\gamma^*)]$, in agreement with (13). The factor 2 in front of $\gamma^*$ is there because both emitters dephase.

Equation (16) also shows what a time gate does. All pairs have the separation density $\gamma e^{-\gamma\tau}$, and distinguishable photons put half of them into coincidences. If pairs with $\tau<w$ alone are kept, then with $\Gamma=\gamma+2\gamma^*$

$$V_w=\frac{\int_0^w\gamma e^{-\Gamma\tau}d\tau}{\int_0^w\gamma e^{-\gamma\tau}d\tau}=\frac{\gamma}{\Gamma}\,\frac{1-e^{-\Gamma w}}{1-e^{-\gamma w}} .\tag{17}$$

As $w\to0$ this tends to 1 for any $\gamma^*$, because the phases have had no time to drift apart. A gated visibility therefore must not be inserted into (14) to find $T_2$.

## Unequal photons and slow noise

If the emitters differ in angular frequency by $\Delta$, the product in (12) acquires a factor $e^{\pm i\Delta\tau}$, with opposite signs in the two time orders. Their sum leaves the real part:

$$V(\Delta)={\rm Re}\int_0^\infty\gamma e^{-(\Gamma-i\Delta)\tau}d\tau=\frac{\gamma\,\Gamma}{\Gamma^2+\Delta^2}.\tag{18}$$

A frequency shift common to both photons cancels in $G_1G_2^*$.

If one photon arrives late by $s$, its $G$ contains $t+t'-2s$ instead of $t+t'$ and starts at $s$. The product in (12) is then $\gamma^2e^{-\gamma(t+t')}e^{\gamma s}e^{-2\gamma^*|t-t'|}$ for $t,t'>s$. Shifting both times by $s$ produces $e^{-2\gamma s}e^{\gamma s}=e^{-\gamma s}$, so $V$ is multiplied by $e^{-\gamma|s|}$.

Frequency wander that is slow compared with the lifetime violates the assumption of memoryless noise. Two photons from one emitter effectively share the shift, and (14) survives with the homogeneous $T_2$, if the angular frequency changes by much less than $\Gamma$ between the two emissions. When the wander is much broader than $\Gamma$, a separation merely shorter than its memory time is not enough. Two separate emitters wander independently. Let their relative detuning be Gaussian with standard deviation $S$. Since the average of $\cos\Delta\tau$ is $e^{-S^2\tau^2/2}$,

$$V_S=\gamma\int_0^\infty e^{-\Gamma\tau-S^2\tau^2/2}d\tau .$$

Completing the square with $u=S\tau/\sqrt2+x$ and $x=\Gamma/(\sqrt2S)$ turns the exponent into $x^2-u^2$, and

$$V_S=\frac{\sqrt2\,\gamma}{S}\,e^{x^2}\int_x^\infty e^{-u^2}du=\sqrt{\frac{\pi}{2}}\,\frac{\gamma}{S}\,e^{x^2}{\rm erfc}(x).\tag{19}$$

For $S\ll\Gamma$ this returns to $\gamma/\Gamma$; for $S\gg\Gamma$ it approaches $\sqrt{\pi/2}\,\gamma/S$.

## Example: a colour centre in silicon

The parameters lie in the regime of the T centre in silicon, which emits near 1.3 µm with a lifetime of roughly 900 ns. The dephasing time $T_2^*=500$ ns is a chosen value. The first two visibilities below are for zero-phonon light alone; the phonon sideband is considered further on. Without a cavity,

$$T_2=\left(\frac1{1800}+\frac1{500}\right)^{-1}{\rm ns}=391.3\ {\rm ns},\qquad V=\frac{391.3}{1800}=0.217 .$$

Now let a cavity shorten $T_1$ to 100 ns, with $T_2^*$ held fixed:

$$T_2=\left(\frac1{200}+\frac1{500}\right)^{-1}{\rm ns}=142.9\ {\rm ns},\qquad V=\frac{142.9}{200}=0.714 .$$

The coherence time falls and the homogeneous line broadens from 0.81 to 2.23 MHz, yet the visibility rises. What counts is how much dephasing occurs before emission. A numerical solution of the two-emitter master equation with the click operators (15) gives 0.2174 and 0.7143 for these two cases, the same as (14) to the digits shown.

The remaining estimates refer to the cavity case, where $\gamma=0.010$ and $\Gamma=0.014$ per ns. A gate of 20 ns gives, from (17),

$$V_w=0.7143\times\frac{1-e^{-0.28}}{1-e^{-0.20}}=0.962,$$

but keeps 18% of the pairs.

**Slow wander.** If each of two separate emitters wanders with a Gaussian full width $f$ at half maximum, then $S=\sqrt2\,(2\pi f)/\sqrt{8\ln2}$. Equation (19) gives $V=0.25$ for $f=10$ MHz and $V=0.003$ for $f=1$ GHz.

**Phonon sideband.** Roughly 0.23 of the bulk emission lies in the zero-phonon line. Assume unit quantum efficiency and a cavity that speeds up this line alone. The other decay keeps its rate $0.77/(900\ {\rm ns})$, so the zero-phonon fraction becomes

$$F=1-0.77\times\frac{100}{900}=0.914 .$$

This requires the zero-phonon rate to be enhanced about 36 times. The number depends strongly on the quantum efficiency: at an efficiency of 0.2 the same lifetime needs an enhancement of about 175. Sideband photons have a coherence time far shorter than the lifetime, so their interference is neglected. If sideband and zero-phonon light are collected equally well, both photons lie in the narrow line with probability $F^2$, and without a spectral filter the visibility is $F^2V=0.60$. Light taken from the cavity mode is already filtered by the cavity; with the sideband collected at a tenth of the zero-phonon efficiency the visibility is 0.70. A filter much wider than the narrow line but much narrower than the sideband removes nearly all of this reduction, at the cost of lost pairs.

**Temperature.** A further excited level lies roughly 1.8 meV higher. Let it relax back in an assumed 1 ns. Thermal phonons of mean occupation $\bar n$ then drive upward jumps at the rate $W=\bar n/(1\ {\rm ns})$. Each jump ends the optical coherence, while the fast return leaves the population almost unchanged when $\bar n\ll1$. Departure at rate $W$ damps the coherence at $W/2$, so $2\gamma^*$ is replaced by $2\gamma^*+W$. At 4.2 K, $\bar n=0.0070$ and $W=7.0$ per µs, and in units of inverse microseconds

$$V\approx\frac{10}{10+4+7.0}=0.477 .$$

The small population held in the upper level lowers this by a further factor of about $1-\bar n$, to 0.474.

At 1.5 K, $W$ is about $9\times10^{-4}$ per µs and the visibility stays at 0.714. The temperature dependence follows from $\bar n$, but $W$ is also proportional to the assumed relaxation rate. The assumed 1 ns adds only $W/2\pi=1.1$ MHz to the linewidth at 4.2 K, whereas the thermal broadening reported for the T centre near that temperature is of order 100 MHz or more, so these visibilities are optimistic for the real centre. A relaxation time of 10 ps adds about 110 MHz at 4.2 K and gives $V=0.014$ there and $V=0.710$ at 1.5 K.

**Smaller effects.** An arrival delay of 1 ns lowers $V$ to 0.707. A splitter with $R=0.48$ multiplies $V$ by $2RT/(R^2+T^2)$, by (2) and (11), and gives 0.712. During a square excitation pulse of length $t_p=1$ ns that fully inverts the emitter, the population rises as $\sin^2(\pi t/2t_p)$, whose mean is one half. The emission probability during the pulse is thus about $\gamma t_p/2=0.005$, to first order in $\gamma t_p$. Such an emission can be followed by a second photon, which the model excludes. For a cavity quality factor of 50,000 the emitter decays at $3.5\times10^{-4}$ of the cavity rate, so treating the cavity output as immediate is justified here.

**Relation to real devices.** The wavelength, bulk lifetime, zero-phonon fraction and level spacing are rough values for the T centre. The dephasing time and cavity lifetime are choices, and homogeneous dephasing in a fabricated structure may be much faster than assumed. The centre also has spin sublevels. If their transitions give photons of different frequency or polarization, one transition must be selected for the two-level result to apply. The assumption with the largest effect among those sized here is the absence of slow independent wander. Optical lines in nanophotonic structures can be broadened to roughly the GHz range, and if that width is slow wander, the ungated visibility between two separate emitters drops from 0.71 to about 0.003 in this model. For photons that arrive together, shortening $T_1$ improves interference when pure dephasing is present and the dephasing rate, excitation quality and spectral filtering are not made worse by the cavity. A fixed arrival mismatch $s$ sets a limit, because it multiplies the visibility by $e^{-\gamma|s|}$. In the absence of wander and thermal dephasing, differentiating $\gamma e^{-\gamma|s|}/\Gamma$ with respect to $\gamma$ shows that a shorter lifetime helps only while $|s|<2\gamma^*/(\gamma\Gamma)$. For $s=1$ ns and $T_2^*=500$ ns this means $T_1$ above about 16 ns. Independent slow wander moves the optimum of $e^{-\gamma|s|}V_S$ to shorter lifetimes, about 7 ns for $f=10$ MHz and about 1.2 ns for $f=1$ GHz. The full set of values is in the numerical output.

## Computed results

```
Zero-phonon wavelength (rough): 1326 nm
Photon energy: 0.935 eV
Pure-dephasing time T2* (chosen): 500 ns
no cavity: T1 = 900 ns
no cavity: T2 = 391.3 ns
no cavity: homogeneous full width = 0.813 MHz
no cavity: lifetime-limited width = 0.177 MHz
no cavity: visibility T2/(2 T1) = 0.2174
no cavity: visibility from counted clicks = 0.2174
no cavity: coincidence probability = 0.3913
cavity: T1 = 100 ns
cavity: T2 = 142.9 ns
cavity: homogeneous full width = 2.228 MHz
cavity: lifetime-limited width = 1.592 MHz
cavity: visibility T2/(2 T1) = 0.7143
cavity: visibility from counted clicks = 0.7143
cavity: coincidence probability = 0.1429
All remaining lines refer to the cavity case
Coincidence gate: 20 ns
Gated visibility: 0.9623
Fraction of photon pairs kept: 0.1813
Two emitters, slow wander FWHM 10 MHz each: V = 0.2528
Two emitters, slow wander FWHM 1000 MHz each: V = 0.0033
Zero-phonon fraction without cavity (rough): 0.23
Zero-phonon fraction with cavity: 0.9144
Required zero-phonon rate enhancement: 35.8
Visibility with sideband unfiltered: 0.5973
Gap to next excited level (rough): 1.8 meV
Relaxation time of that level (assumed): 1.0 ns
1.5 K: phonon occupation = 8.96e-07
1.5 K: upward rate = 8.96e-04 per us
1.5 K: visibility with thermal trips = 0.7142
4.2 K: phonon occupation = 6.97e-03
4.2 K: upward rate = 6.97e+00 per us
4.2 K: visibility with thermal trips = 0.4769
Visibility with 1 ns arrival delay: 0.7072
Visibility with splitter reflectance 0.48: 0.7120
Emission probability during 1 ns square pi pulse: 0.0050
Cavity quality factor (chosen): 50000
Emitter decay rate / cavity decay rate: 3.52e-04
```
